# Anisotropic adatom diffusion: the geometric-mean coefficient and where it fails, part 2

Adatoms on a crystal terrace diffuse more easily in one direction than in the other until islands capture them. There are \(n\) adatoms per area, and \(F\) are deposited per area and time. They are assumed not to evaporate and to be too dilute to disturb one another. An adatom jumps by the vector \(\mathbf d_i\) at rate \(h_i\), and each jump has a reverse jump of the same rate. The diffusion tensor is

\[
D_{ab}=\tfrac12\sum_i h_i\,d_{i,a}d_{i,b},
\]

with principal values \(D_x\ge D_y>0\). The map \(x=sX\), \(y=Y/s\) from the original plane preserves area and makes diffusion isotropic, with the coefficient \(\bar D=\sqrt{D_xD_y}\), if \(s=(D_x/D_y)^{1/4}\). Distance from the island centre in the mapped plane is \(\rho\).

A circular island of radius \(R\) with a perfectly absorbing edge is mapped to an ellipse with semi-axes \(R/s\) and \(Rs\). From afar it acts as a disc whose radius is their mean, \(R_{\rm eff}=R(s+1/s)/2\). If it captures \(J\) adatoms per second, the density around it is \(n\simeq J\ln(\rho/R_{\rm eff})/(2\pi\bar D)\).

With \(N\) islands per area, each has a capture zone, a mapped disc of radius \(L\) with \(\pi L^2=1/N\), whose outer edge no adatoms cross. With the island replaced by the disc of radius \(R_{\rm eff}\), the steady density obeys \(\rho\,dn/d\rho=F(L^2-\rho^2)/(2\bar D)\). With \(\varepsilon=R_{\rm eff}^2/L^2\), the mean adatom lifetime is

\[
\tau\simeq\frac{L^2}{2\bar D}\;
\frac{\ln(L/R_{\rm eff})-(1-\varepsilon)/2-(1-\varepsilon)^2/4}{1-R^2/L^2}.
\]

This "longer formula" omits terms from the elliptical shape of the mapped island. For small islands the fraction tends to \(\ln(L/R_{\rm eff})-\tfrac34\).

The dialogue resumes with the reply to this objection:

**Q.** At the start of growth an island is one or two atoms. You cannot call that a circle in a continuum.

**A.** No. For a trap of one site the hopping equation itself has to be solved. I treat the simplest model, in which an adatom is captured only when it lands on the trap site. A real atom occupies its site and binds an adatom that reaches a neighbouring one, which makes it a larger trap. Take a rectangular lattice of sites with spacings \(a_x,a_y\). Let \(h_x\) be the hop rate in each of the two fast directions, \(h_y\) that in each of the two slow ones, and \(r=h_x/h_y\). The hop formula for the tensor gives \(D_x=h_xa_x^2\) and \(D_y=h_ya_y^2\). With \(\Omega=a_xa_y\) and \(H=\sqrt{h_xh_y}\), therefore, \(\bar D=H\Omega\). A site \(m\) steps along the row and \(j\) rows away lies at the mapped distance

\[
\rho^2=\frac{m^2a_x^2}{s^2}+j^2a_y^2s^2
=\Omega\left(\frac{m^2}{\sqrt r}+j^2\sqrt r\right),
\]

because \(s^2=\sqrt r\,a_x/a_y\). I call \(\sqrt\Omega\) the site length.

**Q.** And the density around a trap at the origin?

**A.** Let \(P=n\Omega\) be the mean occupation of a site, zero at the trap. If the trap takes \(J\) adatoms per second, then \(P=JA\), where \(A\) vanishes at the origin and satisfies \(\sum_ih_i[A(\mathbf r+\mathbf d_i)-A(\mathbf r)]=\delta_{\mathbf r,0}\). Its Fourier form is

\[
A(m,j)=\int_{-\pi}^{\pi}\!\!\int_{-\pi}^{\pi}\frac{dk\,dk'}{(2\pi)^2}\,
\frac{1-\cos(km+k'j)}{2h_x(1-\cos k)+2h_y(1-\cos k')} .
\]

Inserting it into the hop sum produces the denominator times \(\cos(km+k'j)\). The denominator cancels, and the integral of the cosine is 1 at the origin and 0 elsewhere.

**Q.** I want the far field, with its constant. The constant is where your effective radius will be hidden.

**A.** Take the row of the trap, \(j=0\), and integrate over \(k'\) first. The integral \(\int_{-\pi}^{\pi}(dk'/2\pi)(\alpha-\beta\cos k')^{-1}=(\alpha^2-\beta^2)^{-1/2}\) applies with \(\beta=2h_y\) and \(\alpha=\beta+4h_x\sin^2(k/2)\). It leaves

\[
A(m,0)=\frac1{4\pi H}\int_0^\pi(1-\cos km)\,g(k)\,dk,
\]
\[
g(k)=\frac1{\sin(k/2)\sqrt{1+r\sin^2(k/2)}} .
\]

Near \(k=0\), \(g\) behaves as \(2/k\). Separate this part. For large \(m\),

\[
2\int_0^\pi\frac{1-\cos km}k\,dk\to2\ln(\pi m)+2\gamma,
\]

where \(\gamma=0.5772\) is Euler's constant. In the remainder \(g-2/k\), which is smooth, the rapidly oscillating cosine averages to zero. There remains

\[
\int_0^\pi\left(g-\frac2k\right)dk
=\lim_{\eta\to0}\left[\int_\eta^\pi g\,dk-2\ln\frac\pi\eta\right].
\]

**Q.** That integral of \(g\) does not look elementary.

**A.** It becomes so in two substitutions. Put \(u=\cos(k/2)\), so that \(dk=-2\,du/\sin(k/2)\), and then \(v=u/\sqrt{1+r-ru^2}\). Differentiation gives

\[
\frac{dv}{du}=\frac{1+r}{(1+r-ru^2)^{3/2}},\qquad
1-v^2=\frac{(1+r)(1-u^2)}{1+r-ru^2},
\]

and their quotient is \(dv/(1-v^2)=du/[(1-u^2)\sqrt{1+r-ru^2}]\). The integral is therefore \(2\,\mathrm{artanh}\,v=\ln[(1+v)^2/(1-v^2)]\), taken at \(k=\eta\). There \(v\to1\), and \(1-u^2\simeq\eta^2/4\) gives \(1-v^2\simeq(1+r)\eta^2/4\). Hence

\[
\int_\eta^\pi g\,dk\to\ln\frac{16}{(1+r)\eta^2}.
\]

The \(\eta\) and the \(\pi\) cancel when the parts are added:

\[
A(m,0)\to\frac1{4\pi H}\left[2\ln m+2\gamma+\ln\frac{16}{1+r}\right].
\]

On this row \(m^2=\sqrt r\,\rho^2/\Omega\). Write the result as \(\ln(\rho/R_{\rm pt})/(2\pi H)\) and read off

\[
R_{\rm pt}=\frac{e^{-\gamma}}4\sqrt{\Omega}\,\sqrt{\sqrt r+\frac1{\sqrt r}} .
\]

**Q.** You computed along one row. Why should the same radius serve in other directions?

**A.** Far away \(A\) varies slowly from site to site and obeys the isotropic equation in the mapped plane. A solution there that carries a unit flow and grows only logarithmically is \(\ln\rho/(2\pi H)\) plus a constant plus terms that decay. The constant is common to all directions, so one row determines it. Since \(n=JA/\Omega\) and \(H\Omega=\bar D\), we recover \(n=J\ln(\rho/R_{\rm pt})/(2\pi\bar D)\), with \(R_{\rm pt}\) in the place of \(R_{\rm eff}\).

**Q.** So even a single site becomes a large trap when \(r\) is large. What has grown?

**A.** The spacing of the rows in the mapped plane, which is \(r^{1/4}\) site lengths. For large \(r\), \(R_{\rm pt}\) is the fixed fraction \(e^{-\gamma}/4\simeq0.14\) of it. An adatom in the trap's row passes over many sites of that row before it leaves, and so finds the trap easily. The ratio \(L/R_{\rm pt}\) then measures how many rows the zone contains.

**Q.** With few rows, your continuum zone makes no sense. When does it fail?

**A.** Compare it with a capture time that needs no continuum. Take a periodic cell of \(S\) sites with one trap, and let \(T(\mathbf r)\) be the mean time to reach the trap from \(\mathbf r\). Away from the trap \(\sum_ih_i[T(\mathbf r)-T(\mathbf r+\mathbf d_i)]=1\), and \(T(0)=0\). The left side summed over the whole cell is zero, so its value at the trap is \(1-S\). Let \(\omega(\mathbf k)\) be the denominator in the integral for \(A\), taken at the wavevectors of the cell. The function

\[
G(\mathbf r)=\frac1S\sum_{\mathbf k\ne0}\frac{\cos\mathbf k\cdot\mathbf r}{\omega(\mathbf k)}
\]

gives \(\delta_{\mathbf r,0}-1/S\) under the same hop sum. Therefore \(T(\mathbf r)=S[G(0)-G(\mathbf r)]\). The average of \(G\) over the cell is zero, so the mean over all starting sites is

\[
\tau=SG(0)=\sum_{\mathbf k\ne0}\frac1{\omega(\mathbf k)} .
\]

**Q.** And the continuum value for the same cell?

**A.** Put \(\pi L^2=S\Omega\) into the small-trap lifetime:

\[
\frac{\tau\bar D}{S\Omega}\simeq\frac1{2\pi}\left[\ln\frac L{R_{\rm pt}}-\frac34\right].
\]

I keep \(S=4096\), so that \(L=36.11\) site lengths, and make the cell longer along the rows by the factor \(\sqrt r\) in sites. Its mapped shape is then the same square for every \(r\). The last two columns are \(\tau\bar D/(S\Omega)\), from the sum and from the formula.

| \(r\) | rows | \(R_{\rm pt}/\sqrt\Omega\) | sum | formula |
|---|---|---|---|---|
| 1 | 64 | 0.199 | 0.7107 | 0.7088 |
| 16 | 32 | 0.289 | 0.6507 | 0.6488 |
| 256 | 16 | 0.563 | 0.5448 | 0.5430 |
| 4096 | 8 | 1.123 | 0.4346 | 0.4330 |
| 16777216 | 1 | 8.983 | 0.0833 | 0.1020 |

Down to eight rows the formula is low by less than half a per cent of the sum. This offset comes from putting a disc in the place of a square: for a small trap in a periodic square cell the continuum constant is 0.738 instead of \(\tfrac34\), which adds 0.0019 to the formula. With one row the formula is 22% too high.

**Q.** What happens physically in the last line?

**A.** The motion has become one-dimensional. Each row contains a trap at the same position, so a change of row brings the adatom no closer to one. From a site \(m\) steps along a row of \(S\) sites, \(T=m(S-m)/(2h_x)\), and the average is \((S^2-1)/(12h_x)\). The slow rate has dropped out, because the traps are aligned from row to row. If the traps of successive rows are shifted by half a row, the value at the same rates is 0.0786 and does depend on \(h_y\), but the formula is still 30% too high. Since \(\sqrt r=S\) here, \(H=h_x/S\), and \(\tau H/S\simeq1/12\), the tabulated 0.0833. During one lifetime the adatom changes rows \(2h_y\tau\simeq0.17\) times on average. With eight rows the same product is about 56, and with two rows it is about 1.7. Even with two rows the sum, 0.2130, and the formula, 0.2124, differ by only 0.3%. In this family of cells, with capture on the trap site only, the formula holds down to two rows and fails at one. The number of row changes is not a general criterion, since in the aligned one-row cell a larger \(h_y\) leaves the lifetime unchanged.

**Q.** The table also shows the lifetime falling while \(\bar D\) and the trap density stay fixed. May I still put \(\bar D\) into an isotropic law for the number of islands?

**A.** Only as an approximation that neglects the logarithm. Suppose that attachment is irreversible and that an island counts as a point. In the mapped plane the growth problem then contains \(F\), \(\bar D\), the site area \(\Omega\) and the deposited coverage. By dimensions, at a given coverage \(N\Omega\) depends on \(F\Omega^2/\bar D\). The encounter of two adatoms fits the same map: their separation changes by the hops of either one, so its tensor is \(2D\), with the same \(s\). But the rate of capture contains \(R_{\rm pt}\) or \(R_{\rm eff}\), and these carry a further dependence on the anisotropy. From \(r=1\) to \(r=4096\) it lowers the tabulated lifetime by 39%. This figure belongs to capture on the trap site alone. If the four neighbouring sites also capture, the radius at \(r=1\) is 0.95 site lengths instead of 0.199, the lifetime falls from 0.461 to 0.201, that is by 56%, and the two-row cell is already one-dimensional. In the one-row regime the argument fails altogether.

**Q.** Show me a surface where all this can be put into numbers.

**A.** Take an iron adatom on bcc-Fe(110). Let \(x\) lie along \([1\bar10]\) and \(y\) along \([001]\), and let \(a\) be the cubic lattice constant. The four nearest-neighbour hops are \((\pm a/\sqrt2,\pm a/2)\). The two mirror planes of the surface carry them into one another, so they share one rate \(h\). Then

\[
D_x=\tfrac12\cdot4h\cdot\frac{a^2}2=ha^2,\qquad
D_y=\tfrac12\cdot4h\cdot\frac{a^2}4=\frac{ha^2}2 .
\]

The ratio is 2 whatever the barrier, as long as no other hops occur. The area per site is \(\Omega=a^2/\sqrt2\), so \(\bar D=ha^2/\sqrt2=h\Omega\). With \(s=2^{1/4}\) the mapped hops have equal components \(\pm2^{-3/4}a\). They are perpendicular and of equal length, and the rhombic network becomes a square one. For a one-site trap this surface is therefore the case \(r=1\), down to the single hop.

**Q.** Now the rates.

**A.** I use rough values: \(a=0.29\) nm, a hop barrier of 0.35 eV, an attempt frequency of \(10^{13}\) s⁻¹, 300 K, and a flux of 0.01 monolayer per second. I choose \(N=3\times10^{11}\) cm⁻² and \(R=2\) nm; they are not predicted here. With \(k_BT=0.02585\) eV,

\[
h=10^{13}\,e^{-0.35/0.02585}\ {\rm s^{-1}}=1.32\times10^7\ {\rm s^{-1}} .
\]

Multiplied by \(\Omega=0.0595\) nm², this gives \(\bar D=7.84\times10^5\) nm²/s, or \(7.84\times10^{-9}\) cm²/s. The arithmetic mean would be 6% larger. The zone radius is \(L=(\pi N)^{-1/2}=10.30\) nm, and \(R_{\rm eff}=2.03\) nm. The island is not small beside the zone, so I use the longer formula, with \(\varepsilon=0.039\):

\[
\tau=\frac{(10.30)^2}{2(7.84\times10^5)}\cdot
\frac{1.624-0.481-0.231}{0.962}\ {\rm s}=6.4\times10^{-5}\ {\rm s}.
\]

Finite elements in the original plane give the same value to these digits. On the discrete hop network the lifetime is \(6.7\times10^{-5}\) s if capture occurs on the sites within \(R\), and \(6.1\times10^{-5}\) s if it occurs on their neighbours, so the continuum value is good to about 5%. The mean adatom coverage is flux times lifetime, \(6.4\times10^{-7}\) monolayer.

**Q.** How far would a real iron film depart from this?

**A.** The barrier enters exponentially: an error of 0.05 eV changes \(\bar D\) by a factor of 6.9, and a surface 10 K warmer has a \(\bar D\) 1.55 times as large. The geometry matters less. Direct hops by \(a\) along \([001]\), at one tenth of \(h\) each way, add \(0.1ha^2\) to \(D_y\) and raise \(\bar D\) by 10%. Islands of the same area but twice as long along \([001]\) have the mapped semi-axes \(R/(\sqrt2s)\) and \(\sqrt2Rs\). Half their sum is 2.28 nm, and \(\tau\) falls by roughly a tenth.

**Q.** And if the island edge does not absorb perfectly?

**A.** That can matter as much as the whole diffusion problem. If the last hop has an extra barrier \(\Delta E\), it resists the flow like \(e^{\Delta E/k_BT}\) ordinary hops. This adds a path of about \(\ell=a(e^{\Delta E/k_BT}-1)\). The density at the edge is then \(\ell\,dn/d\rho\simeq\ell FL^2/(2\bar DR_{\rm eff})\) instead of zero, and \(\tau\) grows by about \(\ell L^2/(2\bar DR_{\rm eff})\). For 0.05 eV, \(\ell=1.7\) nm and the estimated addition is 0.9 times the original lifetime. Only the order of magnitude is meant, because the estimate ignores the direction of the edge and the length and number of the hops that lead across it. Solving the hopping equations on the Fe(110) network, with the last hop slowed by this barrier, gives an addition of a little over half the original lifetime.

**Q.** You also left out evaporation, tunnelling, island growth and meetings between adatoms.

**A.** With a binding energy of roughly 3.5 eV, the fraction desorbed in one lifetime is \(\tau\cdot10^{13}\,{\rm s^{-1}}\,e^{-3.5/0.02585}\sim10^{-50}\). For tunnelling, take a parabolic barrier top with the attempt frequency \(f\) as its own. The transmission falls below the top as \(e^{-\delta/(\hbar f)}\), where \(\delta\) is the energy deficit, while the thermal weight rises as \(e^{\delta/k_BT}\). Above \(T=\hbar f/k_B=76\) K their product falls with increasing \(\delta\), but tunnelling still matters just above this temperature. At 300 K the transmission through such a barrier raises the hop rate by about 12%, and by about 24% if the vibration in the well is also quantised at the frequency \(f\). A cosine path of 0.35 eV for an iron atom has a frequency near 2 THz and a correction near 1%. Either way the effect is small beside the uncertainty of the barrier height. The islands cover \((R/L)^2=0.038\) of the surface, which takes 3.8 s to deposit, so they hardly grow during one \(\tau\). A zone holds \(3.5\times10^{-3}\) adatoms on average. Two are seldom present together, which justifies independent adatoms in \(\tau\), though over many lifetimes such rare meetings can still start new islands.
